**Anisotropic diffusion in a low-angle tilt boundary**

The program treats the boundary as a row of parallel pipes with radius a, spacing d and diffusivity D_p in a lattice of diffusivity D_l. For a nominal boundary width δ, it tests D_par = D_l + πa²(D_p − D_l)/(dδ) along the pipes and D_perp = D_l + (2πa²βD_l/(dδ))/(1 − βπ²a²/(3d²)) across them, where β = (D_p − D_l)/(D_p + D_l). It asserts that the perpendicular excess agrees with a periodic boundary-integral solution and that the relative error of the formula grows close to the eighth power of a/d. Decay rates of long concentration waves on a grid test the parallel value and the dependence on direction. A three-dimensional flow calculation asserts that a crossing pipe raises perpendicular transport to between the additive estimate and an upper estimate. For rough magnesium-like parameters at 500 K and 5° tilt, the output gives D_par = 1.82×10⁻¹⁰ cm²/s and D_perp = 1.13×10⁻¹⁴ cm²/s, a ratio of about 16,000. It also shows that a crossing family of dislocations spaced 10,000 Å apart would raise D_perp about 60-fold.

## Numerical verification

```python
"""Result under test: a low-angle tilt boundary, modelled as a row of parallel
pipes, has two different principal diffusivities in its plane:
  D_par  = D_l + pi a^2 (D_p - D_l) / (d delta)              along the pipes
  D_perp = D_l + 2 pi a^2 beta D_l / (d delta) / (1 - beta pi^2 a^2/(3 d^2))
with beta = (D_p - D_l)/(D_p + D_l).
a: pipe radius; d: pipe spacing; delta: nominal boundary width;
D_p, D_l: pipe and lattice diffusivities; b: Burgers vector; theta: tilt.
Coordinates: x normal to the wall, y along the row, z along the pipes.
The numerical solvers use d = 1 and D_l = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import csc_matrix, diags
from scipy.sparse.linalg import eigsh, spsolve

pi = np.pi
kB = const.k / const.e  # eV/K


def excess_parallel(a, d, lattice, pipe):
    return pi * a**2 * (pipe - lattice) / d


def excess_perpendicular(a, d, lattice, pipe):
    beta = (pipe - lattice) / (pipe + lattice)
    return (2 * pi * a**2 * beta * lattice / d
            / (1 - beta * pi**2 * a**2 / (3 * d**2)))


def resolved_row_excess(radius, contrast, points=64):
    """Solve for interface sources, then integrate flux on the midplane.

    Complex position is y + i x; the cotangent is the gradient of the
    periodic Green function of the Laplace equation.
    """
    angle = 2 * pi * np.arange(points) / points
    normal = np.exp(1j * angle)
    position = radius * normal
    separation = position[:, None] - position[None, :]
    np.fill_diagonal(separation, 0.5)
    kernel = np.real(normal[:, None] * 0.5 / np.tan(pi * separation))
    np.fill_diagonal(kernel, 1 / (4 * pi * radius))
    arc = 2 * pi * radius / points
    beta = (contrast - 1) / (contrast + 1)
    source = np.linalg.solve(np.eye(points) - 2 * beta * kernel * arc,
                             2 * beta * np.cos(angle))
    step = 0.02
    x = step * np.arange(-300, 301)
    midplane = 0.5 + 1j * x[:, None] - position[None, :]
    extra_gradient = np.real(0.5 / np.tan(pi * midplane)) @ source * arc
    return step * extra_gradient.sum()


def wave_decay(radius, contrast, k_pipe, k_row, normal_factor=1.0, n=60):
    """Lowest decay rate of a concentration wave in a periodic unit cell."""
    sub = 8
    s = (np.arange(n * sub) + 0.5) / (n * sub) - 0.5
    inside = s[:, None]**2 + s[None, :]**2 < radius**2
    fraction = inside.reshape(n, sub, n, sub).mean(axis=(1, 3))
    along = 1 + (contrast - 1) * fraction
    across = normal_factor * (1 - fraction) + contrast * fraction
    index = np.arange(n * n).reshape(n, n)
    matrix = diags(k_pipe**2 * along.ravel()).astype(complex).tocsc()
    for axis, field, wave in ((0, across, 0.0), (1, along, k_row)):
        neighbour = np.roll(field, -1, axis=axis)
        g = (2 * field * neighbour / (field + neighbour) * n**2).ravel()
        i = index.ravel()
        j = np.roll(index, -1, axis=axis).ravel()
        phase = np.exp(1j * wave / n)
        values = np.concatenate((g, g, -g * phase, -g * np.conj(phase)))
        rows = np.concatenate((i, j, i, j))
        columns = np.concatenate((i, j, j, i))
        matrix = matrix + csc_matrix((values, (rows, columns)),
                                     shape=(n * n, n * n))
    value = eigsh(matrix, k=1, sigma=-0.01, which="LM",
                  v0=np.ones(n * n, dtype=complex),
                  return_eigenvectors=False)
    return float(np.real(value[0]))


def flow_across_pipes(crossing, n=16, side=4, contrast=1000.0):
    """Effective diffusivity along y, with square pipes in a cubic cell."""
    field = np.ones((n, n, n))
    middle = slice((n - side) // 2, (n + side) // 2)
    field[middle, middle, :] = contrast
    if crossing:
        field[middle, :, middle] = contrast
    index = np.arange(n**3).reshape(n, n, n)
    rows, columns, values = [], [], []
    for axis in range(3):
        low = [slice(None)] * 3
        high = [slice(None)] * 3
        low[axis], high[axis] = slice(0, -1), slice(1, None)
        p, q = field[tuple(low)], field[tuple(high)]
        g = (2 * p * q / (p + q)).ravel()
        i, j = index[tuple(low)].ravel(), index[tuple(high)].ravel()
        rows.extend((i, j, i, j))
        columns.extend((i, j, j, i))
        values.extend((g, g, -g, -g))
    right = np.zeros(n**3)
    for end in (0, n - 1):
        i = index[:, end, :].ravel()
        g = 2 * field[:, end, :].ravel()
        rows.append(i)
        columns.append(i)
        values.append(g)
        if end:
            right[i] = g
    matrix = csc_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(columns))),
                        shape=(n**3, n**3))
    concentration = spsolve(matrix, right).reshape(n, n, n)
    return np.sum(2 * field[:, 0, :] * concentration[:, 0, :]) / n


# Rough round parameters in the regime of magnesium.
burgers, radius, width = 3.2, 5.0, 10.0       # angstrom
prefactor_l, prefactor_p = 1.0, 1.0            # cm^2/s
energy_l, energy_p = 1.4, 0.9                 # eV
temperature, tilt_degrees = 500.0, 5.0        # K, degrees


def pipe_spacing(degrees):
    return burgers / (2 * np.sin(np.radians(degrees) / 2))


def diffusivities(T, degrees=tilt_degrees):
    lattice = prefactor_l * np.exp(-energy_l / (kB * T))
    pipe = prefactor_p * np.exp(-energy_p / (kB * T))
    d = pipe_spacing(degrees)
    parallel = lattice + excess_parallel(radius, d, lattice, pipe) / width
    perpendicular = (lattice
                     + excess_perpendicular(radius, d, lattice, pipe) / width)
    return lattice, pipe, parallel, perpendicular


spacing = pipe_spacing(tilt_degrees)
D_l, D_p, D_par, D_perp = diffusivities(temperature)

# Closure failure from explicitly rotated vectors gives the pipe count.
half = np.radians(tilt_degrees) / 2
rotation = np.array([[np.cos(half), -np.sin(half)],
                     [np.sin(half), np.cos(half)]])
wall_vector = np.array([0.0, 10000.0])
failure = np.linalg.norm(rotation @ wall_vector - rotation.T @ wall_vector)
assert abs(failure / burgers * spacing / 10000.0 - 1) < 1e-12

# Resolved flow across the row, including a poorly conducting pipe.
for ratio, contrast in ((0.08, 0.2), (0.10, 50.0),
                        (radius / spacing, D_p / D_l)):
    resolved = resolved_row_excess(ratio, contrast)
    formula = excess_perpendicular(ratio, 1.0, 1.0, contrast)
    assert abs(resolved / formula - 1) < 1e-5
row_error = abs(formula / resolved - 1)
errors = []
for ratio in (0.08, 0.16):
    resolved = resolved_row_excess(ratio, 50.0)
    errors.append(abs(excess_perpendicular(ratio, 1, 1, 50.0) / resolved - 1))
error_order = np.log2(errors[1] / errors[0])
assert abs(error_order - 8) < 0.25

# Long waves along and obliquely to pipes; grid interfaces limit accuracy.
test_radius, test_contrast, k = 0.25, 10.0, 2 * pi * 0.01
par_excess = excess_parallel(test_radius, 1, 1, test_contrast)
perp_excess = excess_perpendicular(test_radius, 1, 1, test_contrast)
wave_par = wave_decay(test_radius, test_contrast, k, 0) / k**2
assert abs((wave_par - 1) / par_excess - 1) < 0.005
for phi in np.radians([30.0, 60.0, 90.0]):
    measured = wave_decay(test_radius, test_contrast,
                          k * np.cos(phi), k * np.sin(phi)) / k**2
    expected = (1 + par_excess * np.cos(phi)**2
                + perp_excess * np.sin(phi)**2)
    assert abs(measured / expected - 1) < 0.02

# Crossing pipes: the additive value is a lower estimate; a full equipotential
# slab at each intersection supplies the upper estimate.
without_crossing = flow_across_pipes(False)
with_crossing = flow_across_pipes(True)
side_fraction, cross_contrast = 4 / 16, 1000.0
additive = 1 + side_fraction**2 * (cross_contrast - 1)
assert without_crossing < 2
assert additive < with_crossing < additive / (1 - side_fraction)

# A hexagonal lattice with 20 percent faster diffusion normal to the wall.
lattice_factor = 1.2
base = wave_decay(radius / spacing, 1000.0, 0, k) / k**2 - 1
changed = wave_decay(radius / spacing, 1000.0, 0, k, lattice_factor) / k**2 - 1
lattice_change = changed / base - 1
isolated_change = (1 + np.sqrt(lattice_factor)) / 2 - 1
assert abs(lattice_change - isolated_change) < 0.015

# Apparent activation energies from the complete diffusivities.
inverse_low = 1 / (kB * (temperature + 0.1))
inverse_high = 1 / (kB * (temperature - 0.1))
hot, cold = diffusivities(temperature + 0.1), diffusivities(temperature - 0.1)
apparent = [-(np.log(cold[m]) - np.log(hot[m]))
            / (inverse_high - inverse_low) for m in (2, 3)]
assert abs(apparent[0] - energy_p) < 0.001
assert abs(apparent[1] - energy_l) < 0.001
anisotropies = []
for T in (500.0, 600.0, 700.0):
    values = diffusivities(T)
    anisotropies.append(values[2] / values[3])
assert anisotropies[0] > anisotropies[1] > anisotropies[2]

# Sizes of neglected effects and converted main results.
cross_spacing = 10000.0
cross_added = excess_parallel(radius, cross_spacing, D_l, D_p) / width
doubling_spacing = pi * radius**2 * (D_p - D_l) / (width * D_perp)
exchange_time = (spacing * 1e-8)**2 / D_l
energy_error = 0.05
pipe_factor = np.exp(energy_error / (kB * temperature))
touch_angle = np.degrees(2 * np.arcsin(burgers / (4 * radius)))
slow_angle = np.degrees(np.arctan(np.sqrt(D_perp / D_par)))
series = 1 / ((2 * radius / spacing) / D_p
              + (1 - 2 * radius / spacing) / D_l)
atomic_D = const.hbar / const.m_e * 1e4

print(f"Burgers vector: {burgers:.1f} angstrom")
print(f"pipe radius: {radius:.1f} angstrom")
print(f"nominal boundary width: {width:.1f} angstrom")
print(f"tilt angle: {tilt_degrees:.1f} degrees")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {kB * temperature:.5f} eV")
print(f"lattice prefactor: {prefactor_l:.1f} cm^2/s")
print(f"pipe prefactor: {prefactor_p:.1f} cm^2/s")
print(f"lattice activation energy: {energy_l:.2f} eV")
print(f"pipe activation energy: {energy_p:.2f} eV")
print(f"pipe spacing: {spacing:.3f} angstrom")
print(f"radius / spacing: {radius / spacing:.5f} (no unit)")
print(f"lattice diffusivity: {D_l:.4e} cm^2/s")
print(f"pipe diffusivity: {D_p:.4e} cm^2/s")
print(f"pipe / lattice diffusivity: {D_p / D_l:.4e} (no unit)")
print(f"parallel excess s: {width * 1e-8 * (D_par - D_l):.4e} cm^3/s")
print(f"perpendicular excess s: {width * 1e-8 * (D_perp - D_l):.4e} cm^3/s")
print(f"D_par: {D_par:.4e} cm^2/s")
print(f"D_perp: {D_perp:.4e} cm^2/s")
print(f"D_par: {D_par / atomic_D:.4e} atomic units")
print(f"D_perp: {D_perp / atomic_D:.4e} atomic units")
print(f"D_par / D_perp: {D_par / D_perp:.4e} (no unit)")
print(f"D_perp / D_l: {D_perp / D_l:.4f} (no unit)")
print(f"simple series estimate / D_l: {series / D_l:.4f} (no unit)")
print(f"D at 45 degrees: {(D_par + D_perp) / 2:.4e} cm^2/s")
print(f"angle off row where axial part = D_perp: {slow_angle:.3f} degrees")
print(f"apparent energy, parallel: {apparent[0]:.4f} eV")
print(f"apparent energy, perpendicular: {apparent[1]:.4f} eV")
for T, value in zip((500, 600, 700), anisotropies):
    print(f"D_par / D_perp at {T} K: {value:.3e} (no unit)")
for degrees in (2.0, 5.0, 10.0):
    values = diffusivities(temperature, degrees)
    print(f"tilt {degrees:.0f} degrees: D_par {values[2]:.3e},"
          f" D_perp {values[3]:.3e} cm^2/s")
print(f"tilt at which pipes touch: {touch_angle:.2f} degrees")
print(f"dipole formula error in example excess: {row_error:.2e} (no unit)")
print(f"measured error order in a/d: {error_order:.3f} (no unit)")
print(f"crossing test, no crossing: {without_crossing:.3f} D_l")
print(f"crossing test, with crossing: {with_crossing:.3f} D_l")
print(f"crossing test, additive estimate: {additive:.3f} D_l")
print(f"chosen crossing-family spacing: {cross_spacing:.0f} angstrom")
print(f"D_perp added by crossing family: {cross_added:.3e} cm^2/s")
print(f"D_perp factor with crossing family: {1 + cross_added / D_perp:.2f}")
print(f"crossing spacing that doubles D_perp: {doubling_spacing:.3e} angstrom")
print(f"assumed lattice anisotropy: {100 * (lattice_factor - 1):.0f} percent")
print(f"resulting perpendicular-excess change: {100 * lattice_change:.2f} percent")
print(f"assumed pipe-energy error: {energy_error:.2f} eV")
print(f"resulting pipe-diffusivity factor: {pipe_factor:.3f} (no unit)")
print(f"lattice exchange time d^2/D_l: {exchange_time:.2f} s")
print("done: every assertion held")
```

Printed output:

```
Burgers vector: 3.2 angstrom
pipe radius: 5.0 angstrom
nominal boundary width: 10.0 angstrom
tilt angle: 5.0 degrees
temperature: 500 K
thermal energy: 0.04309 eV
lattice prefactor: 1.0 cm^2/s
pipe prefactor: 1.0 cm^2/s
lattice activation energy: 1.40 eV
pipe activation energy: 0.90 eV
pipe spacing: 36.681 angstrom
radius / spacing: 0.13631 (no unit)
lattice diffusivity: 7.7379e-15 cm^2/s
pipe diffusivity: 8.4801e-10 cm^2/s
pipe / lattice diffusivity: 1.0959e+05 (no unit)
parallel excess s: 1.8157e-17 cm^3/s
perpendicular excess s: 3.5293e-22 cm^3/s
D_par: 1.8158e-10 cm^2/s
D_perp: 1.1267e-14 cm^2/s
D_par: 1.5685e-10 atomic units
D_perp: 9.7325e-15 atomic units
D_par / D_perp: 1.6116e+04 (no unit)
D_perp / D_l: 1.4561 (no unit)
simple series estimate / D_l: 1.3748 (no unit)
D at 45 degrees: 9.0795e-11 cm^2/s
angle off row where axial part = D_perp: 0.451 degrees
apparent energy, parallel: 0.9000 eV
apparent energy, perpendicular: 1.4000 eV
D_par / D_perp at 500 K: 1.612e+04 (no unit)
D_par / D_perp at 600 K: 2.330e+03 (no unit)
D_par / D_perp at 700 K: 5.858e+02 (no unit)
tilt 2 degrees: D_par 7.266e-11, D_perp 9.077e-15 cm^2/s
tilt 5 degrees: D_par 1.816e-10, D_perp 1.127e-14 cm^2/s
tilt 10 degrees: D_par 3.628e-10, D_perp 1.650e-14 cm^2/s
tilt at which pipes touch: 18.41 degrees
dipole formula error in example excess: 1.79e-06 (no unit)
measured error order in a/d: 8.094 (no unit)
crossing test, no crossing: 1.136 D_l
crossing test, with crossing: 67.100 D_l
crossing test, additive estimate: 63.438 D_l
chosen crossing-family spacing: 10000 angstrom
D_perp added by crossing family: 6.660e-13 cm^2/s
D_perp factor with crossing family: 60.11
crossing spacing that doubles D_perp: 5.911e+05 angstrom
assumed lattice anisotropy: 20 percent
resulting perpendicular-excess change: 4.21 percent
assumed pipe-energy error: 0.05 eV
resulting pipe-diffusivity factor: 3.191 (no unit)
lattice exchange time d^2/D_l: 17.39 s
done: every assertion held
```
